# Emissivity of an Isothermal Semitransparent Wafer with Incoherent Internal Reflections, part 2

An infrared pyrometer views the front of a heated silicon wafer that may be partly transparent. The wafer has smooth parallel faces, thickness $d$, index $n$, absorption coefficient $\alpha$ and uniform temperature $T$; outside, the index is 1. At wavelength $\lambda$, the angles to the normal are $\theta_o$ outside and $\theta_i$ inside, with $\sin\theta_o=n\sin\theta_i$. The extinction index is $\kappa=\alpha\lambda/4\pi$.

For each polarization, $R$ is the single-surface power reflectance and $t$ the one-pass transmittance:

$$t=e^{-x},\qquad x=\frac{\alpha d}{\cos\theta_i}. \tag{2}$$

$$R_s=\left(\frac{\cos\theta_o-n\cos\theta_i}{\cos\theta_o+n\cos\theta_i}\right)^2,\qquad
R_p=\left(\frac{n\cos\theta_o-\cos\theta_i}{n\cos\theta_o+\cos\theta_i}\right)^2. \tag{3}$$

With fringes averaged, the wafer's own emissivity $\varepsilon$, transmittance $\tau$ and reflectance $\rho$ add up to one:

$$\varepsilon=\frac{(1-R)(1-t)}{1-Rt}. \tag{1}$$

$$\tau=(1-R)^2t\sum_{m=0}^{\infty}(R^2t^2)^m=\frac{(1-R)^2t}{1-R^2t^2}. \tag{11}$$

$$\rho=R+\frac{R(1-R)^2t^2}{1-R^2t^2}=R(1+t\tau). \tag{12}$$

An opaque wafer has $\varepsilon=1-R$. For small $x$, and for the slope,

$$\varepsilon=x\left(1-\frac{x}{2}\right)\left(1-\frac{Rx}{1-R}\right)+O(x^3)
=x\left[1-\frac{(1+R)x}{2(1-R)}\right]+O(x^3). \tag{15}$$

$$\frac{d\varepsilon}{dx}=\frac{t(1-R)^2}{(1-Rt)^2}. \tag{16}$$

With different front and back reflectances $R_f$ and $R_b$, the front emissivity is

$$\varepsilon_f=\frac{(1-R_f)(1-t)(1+R_bt)}{1-R_fR_bt^2}. \tag{9}$$

Without fringe averaging, the coherent emissivity depends on the round-trip phase $\phi$:

$$\phi=\frac{4\pi nd\cos\theta_i}{\lambda}. \tag{13}$$

$$\varepsilon_c(\phi)=\frac{(1-R)(1-t)(1+Rt)}{1+R^2t^2-2Rt\cos\phi}. \tag{14}$$

$B(T)$ is the blackbody radiance and $S\,B(T)$ the radiance entering the pyrometer. With emissivity setting $\varepsilon_{\rm set}$ and $a=hc/\lambda k$, the reported temperature $T_{\rm read}$ and its small error $\delta T$ are

$$T_{\rm read}=\frac{a}{\ln\left[1+\dfrac{\varepsilon_{\rm set}}{S}\left(e^{a/T}-1\right)\right]}. \tag{17}$$

$$\delta T=\frac{T^2}{a}\left(1-e^{-a/T}\right)\frac{\delta S}{S}. \tag{18}$$

Temperatures are in kelvin; $\sigma$ is the Stefan–Boltzmann constant. The example uses $T=800$ K, $d=775$ µm, $n=3.5$ and $\alpha=10$ cm⁻¹, at normal incidence and 2.5 µm.

### 2.2 A silicon wafer at 800 K

The example has $T=800$ K, $d=775$ µm, $n=3.5$ and $\alpha=10$ cm⁻¹, seen at normal incidence at 2.5 µm. Then

$$R=\left(\frac{2.5}{4.5}\right)^2=0.3086,\qquad x=10\times0.0775=0.775,\qquad t=e^{-0.775}=0.4607.$$

With $Rt=0.1422$ the emissivity is

$$\varepsilon=\frac{0.6914\times0.5393}{0.8578}=0.4347 .$$

The transmittance is $\tau=0.4780\times0.4607/0.9798=0.2247$, and the reflectance is $\rho=0.3406$. The direct sum over slices and reflections, and the Maxwell result averaged over one fringe, both give 0.4347 as well.

Suppose the pyrometer is set to the opaque value $1-R=0.6914$ and no other light reaches it. With $a=5755.1$ K, $a/T=7.194$ and $e^{a/T}-1\approx1330$. The ratio $\varepsilon_{\rm set}/S=0.6914/0.4347$ is 1.590, so

$$T_{\rm read}=\frac{5755.1}{\ln(1+1.590\times1330)}\approx751.5\ {\rm K}.$$

The reading is 48.5 K below the true temperature. The table repeats the calculation for other absorption coefficients, with the temperature, thickness, index and setting held fixed.

| $\alpha$ (cm⁻¹) | $\varepsilon$ | reading (K) |
|---|---|---|
| 1 | 0.072 | 609 |
| 3 | 0.190 | 678 |
| 10 | 0.435 | 752 |
| 30 | 0.643 | 792 |
| 100 | 0.691 | 800 |

At 100 cm⁻¹ the wafer is practically opaque. At 1 cm⁻¹ the emissivity is about 7 % below $x=0.0775$, the leading term of the thin limit (15).

### 2.3 Relation to a real wafer

The thickness is that of a standard 300 mm silicon wafer. The index and the absorption coefficient are rough values for lightly doped silicon at this temperature. A photon of this wavelength has less energy than the band gap, and the absorption comes mainly from free carriers, whose number grows quickly with temperature. The example therefore belongs to the heating stage, and at the higher temperatures of silicon epitaxy from chlorosilanes the wafer is much closer to opaque. Heavy doping also raises $\alpha$. The formula also assumes two smooth faces. For a back face that randomizes the directions of the light completely, the model of Section 2.6 gives an emissivity of 0.66 instead of 0.43, with the other parameters unchanged.

### 2.4 Light from the susceptor

A hot body behind the wafer shines through it. If the susceptor is black, fills the field of view behind the wafer and is separated from it by a gap of many wavelengths, the signal is

$$S=\varepsilon+\tau\,\frac{B(T_s)}{B(T)}, \tag{19}$$

where $T_s$ is the susceptor temperature. A black susceptor returns none of the light that leaves the back of the wafer, so no further reflections need to be added. A reflecting susceptor does need them, and (19) then no longer holds.

For $T_s=850$ K the second term is 0.3433 and the total is $S=0.7779$. The susceptor thus supplies nearly half of the signal. With the opaque setting the instrument reads 813.3 K. The error of 13 K is smaller than the 48.5 K found without the susceptor, because a setting that is too high and a signal that is too large act in opposite directions. This partial cancellation belongs to these parameters and is no basis for a calibration.

With the setting $\varepsilon=0.4347$, correct for the wafer's own emission, the reading is 870.4 K. This is higher than the temperature of either body. The instrument divides the whole signal by 0.4347 and obtains $0.7779/0.4347=1.79$ in units of $B(T)$, whereas a blackbody at 850 K gives $0.3433/0.2247=1.53$. An emissivity from (1) must therefore be combined with a subtraction of the transmitted light, or with a wavelength at which the wafer is opaque.

If the black susceptor has the same temperature as the wafer, (19) becomes $S=\varepsilon+\tau=1-\rho=0.6594$. This is below the opaque value $1-R=0.6914$, because by (12) $\rho$ exceeds $R$: some of the light that enters through the front is reflected at the back and leaves through the front again.

### 2.5 Uncertain and temperature-dependent absorption

By (16) the slope is $d\varepsilon/dx=0.2993$ in the example, so a relative change $\delta\alpha/\alpha$ alters the emissivity by $0.775\times0.2993\,\delta\alpha/\alpha=0.232\,\delta\alpha/\alpha$. For a change of 20 % this linear estimate is 0.046. The full formula gives 0.3830 when the true $\alpha$ is 20 % below the assumed one and 0.4766 when it is 20 % above. With the setting kept at 0.4347 the reading errors are $-13.8$ K and $+10.4$ K. The fall is larger than the rise partly because the slope (16) decreases with $x$.

The growth of $\alpha$ with temperature also affects the tracking of a temperature ramp. Take a rough rate of 1.5 % per kelvin. The blackbody radiance at 800 K rises by $a/T^2=0.90$ % per kelvin, while the emissivity rises by $(0.232/0.4347)\times1.5\ \%=0.80$ % per kelvin. Near 800 K, a pyrometer with a fixed setting of 0.4347 thus sees the signal rise by 1.70 % per kelvin and reports about $1.70/0.90\approx1.9$ K for each kelvin of true change. This estimate has no susceptor light in it. The remedy is to solve

$$\varepsilon(T)\,B(T)=L_{\rm measured}$$

for $T$, with $\alpha(T)$ inside $\varepsilon(T)$ and background light already subtracted. When $\alpha$ rises with $T$ and $R$ is nearly constant, the left side increases steadily, so the equation has at most one solution and a bracketing root finder is safe.

A measured transmittance can replace a tabulated $\alpha$. Rearranging the expression for $\tau$ gives $R^2\tau t^2+(1-R)^2t-\tau=0$. Its positive root, written so that no nearly equal numbers are subtracted, is

$$t=\frac{2\tau}{(1-R)^2+\sqrt{(1-R)^4+4R^2\tau^2}}. \tag{20}$$

With $\tau=0.2247$ and $R=0.3086$ this returns $t=0.461$. The measurement must average the fringes and must separate the probe light from the thermal light, for instance by modulating the probe.

### 2.6 A rough back face

Roughness sends light into directions in which total internal reflection traps it. Its effect can be estimated for a smooth front and a back that randomizes directions completely. By reciprocity, the emissivity towards the normal equals the absorbed fraction of a ray that arrives along the normal.

Let $\mu$ be the cosine of the internal angle. Light leaving the randomizing face carries power in proportion to $2\mu\,d\mu$. Let $t(\mu)=e^{-\alpha d/\mu}$, and let $R(\mu)$ be the reflectance of the smooth front averaged over the two polarizations, equal to one beyond the critical angle. The model takes the escape probability at the back to be that of isotropic internal light at a smooth surface,

$$T_b=\int_0^1 2\mu\,[1-R(\mu)]\,d\mu=0.0552 .$$

Light sent up from the back either returns to it after reflection at the front, escapes through the front, or is absorbed. The first two fractions are

$$G=\int_0^1 2\mu R(\mu)t(\mu)^2d\mu=0.0951,\qquad
E=\int_0^1 2\mu[1-R(\mu)]t(\mu)\,d\mu=0.0250,$$

and the absorbed fraction is $1-G-E=0.8799$. The incoming ray enters with power $1-R$ and loses the fraction $1-t$ on its first pass. The part $t(1-T_b)$ is then sent up from the back, and each cycle returns the fraction $(1-T_b)G$ for another one. Summing the geometric series,

$$\varepsilon_{\rm rough}=(1-R)\left[1-t+\frac{t(1-T_b)(1-G-E)}{1-(1-T_b)G}\right]. \tag{21}$$

The numbers give $0.6914\,(0.5393+0.4208)=0.6638$, and random ray tracing of the same model also gives 0.6638. This lies 4 % below the opaque value. A pyrometer set to the smooth-wafer value 0.4347 would read 850 K, an error of 50 K with no susceptor light present. A real back face need not randomize the directions completely, and its emissivity has to be measured or computed from its own scattering pattern.

### 2.7 Fringes and filter width

From (14), the coherent emissivity is largest at $\cos\phi=1$ and smallest at $\cos\phi=-1$:

$$\varepsilon_{\max}=\varepsilon\,\frac{1+Rt}{1-Rt},\qquad \varepsilon_{\min}=\varepsilon\,\frac{1-Rt}{1+Rt}. \tag{22}$$

With $Rt=0.1422$ these are about 0.579 and 0.326. An instrument that resolves a single wavelength and a single direction, set to 0.4347, would read between 769 K and 833 K depending on the thickness within one fringe.

The phase $\phi=4\pi nd/\lambda$ changes by $2\pi$ over a wavelength interval $\Delta\lambda=\lambda^2/2nd$, if the variation of $n$ with wavelength is ignored. Here the interval is 1.15 nm, so a 50 nm filter covers about 43 fringes. For a flat filter, with $\alpha$, $n$ and the blackbody radiance held constant across it, the largest deviation from (1) among twelve thicknesses spread over one fringe was 0.0009. By (18), with $T^2/a=111$ K, this amounts to about 0.2 K. A laser-based or otherwise narrow-band measurement on a smooth wafer does not have this protection if its viewing cone is also narrow. Since $\phi$ depends on the angle, a wider cone averages the fringes too: in this example, at a single wavelength, a uniformly filled cone of 3° half-angle leaves about 90 % of the variation and one of 5° about 40 %. A cone of 6° spans almost exactly one fringe and leaves about 3 %. The remainder oscillates as the cone widens further, with about 20 % at 7.5° and 7 % at 9°.

### 2.8 Viewing angle and polarization

At 30° from the normal the unpolarized emissivity is 0.4364, against 0.4347 at normal incidence, so a modest viewing cone matters little. At 60° the two polarizations differ strongly: 0.3280 for s and 0.5246 for p, with a mean of 0.4263.

The average must be taken over $\varepsilon$ and not over $R$. If the two reflectances are averaged first, the formula gives 0.4384 at 60°, which is 3 % too high. The sign of this error follows from the dependence on $R$ at fixed $t$:

$$\frac{\partial\varepsilon}{\partial R}=-\frac{(1-t)^2}{(1-Rt)^2},\qquad
\frac{\partial^2\varepsilon}{\partial R^2}=-\frac{2t(1-t)^2}{(1-Rt)^3}<0 .$$

A function that curves downwards has, at the average argument, a value above the average of its values.

### 2.9 Smaller corrections

**Temperature gradient.** Suppose the front radiates like a blackbody into cold surroundings and the heat is supplied at the back. The flux through the wafer is then $\sigma T^4=23.2$ kW/m². With a rough thermal conductivity of 40 W/(m K), the temperature difference is $23.2\times10^3\times775\times10^{-6}/40=0.45$ K. For a linear profile with the front at 800 K and uniform $\alpha$, the reading rises by 0.2 K. If the whole wafer had the absorption coefficient of the hotter back, $\varepsilon$ would rise by 0.0016, or about 0.4 K in the reading. Cooling by the process gas is not included; it adds to the flux, and the temperature difference grows in proportion.

**Complex index.** The extinction index is $\kappa=2.0\times10^{-4}$, and including it changes $R$ by about $10^{-9}$.

**Chamber walls.** Black walls at 350 K, seen by reflection, add less than $10^{-4}$ of the wafer's own emission. Heating lamps are a different matter. Any lamp light within the filter band enters through $\rho$ or $\tau$ and must be added to the signal with the lamp's own radiance.

### 2.10 Notes for implementation

For small $x$, the difference $1-t$ should be computed as `-expm1(-x)`, which avoids the loss of digits in subtracting two numbers close to one. The denominator can then be formed as $(1-R)+R(1-t)$, which equals $1-Rt$.

At oblique incidence, $R$ and $x$ are evaluated with the same internal angle, $\varepsilon$ is computed for s and for p, and the two values are averaged for an unpolarized instrument. If the optics favour one polarization, the average takes the corresponding weights. For different transparent coatings on the two faces, (9) replaces (1). The main values for the example are given in the numerical output below.

## Calculated quantities

```
wafer temperature: 800 K
wavelength: 2.50 um; thickness: 775 um
index n: 3.50; alpha: 10.0 1/cm
R: 0.3086; x = alpha d: 0.7750; t: 0.4607
product R t: 0.1422
emissivity, formula: 0.4347
emissivity, slices and bounces: 0.4347
shift on doubling slices to 4000: 2.0e-09
emissivity, Maxwell fringe average: 0.4347
wafer reflectance rho: 0.3406; transmittance tau: 0.2247
opaque emissivity 1-R: 0.6914
slope d eps/dx: 0.2993
thin test x: 0.010; slice sum: 0.009906; series: 0.009905
a = hc/(lambda k): 5755.1 K
reading with opaque setting: 751.5 K; error: -48.5 K
alpha 1 1/cm: emissivity 0.0722, reading with opaque setting 608.8 K
alpha 3 1/cm: emissivity 0.1899, reading with opaque setting 678.2 K
alpha 10 1/cm: emissivity 0.4347, reading with opaque setting 751.5 K
alpha 30 1/cm: emissivity 0.6432, reading with opaque setting 792.1 K
alpha 100 1/cm: emissivity 0.6912, reading with opaque setting 800.0 K
black susceptor temperature: 850 K
susceptor light through wafer, units of B(T): 0.3433
total signal with susceptor, units of B(T): 0.7779
reading with susceptor, opaque setting: 813.3 K
reading with susceptor, setting eps: 870.4 K
NEGLECTED EFFECTS
fringe period: 1.152 nm
single-wavelength emissivity range: 0.3264 to 0.5787
readings over that range, setting eps: 769.4 to 833.1 K
filter width: 50 nm; worst emissivity residual: 0.00088
heat flux sigma T^4: 23.23 kW/m2; conductivity: 40 W/(m K)
front-to-back temperature difference: 0.450 K
reading shift from graded source: 0.203 K
rough alpha rise: 1.5 %/K; emissivity shift from gradient, upper size: 0.00157
true alpha 0.8 times assumed: emissivity 0.3830, reading error -13.8 K
true alpha 1.2 times assumed: emissivity 0.4766, reading error 10.4 K
unpolarized emissivity at 30 deg: 0.4364
at 60 deg: s 0.3280, p 0.5246, mean 0.4263
at 60 deg if R is averaged first (wrong): 0.4384
extinction index kappa: 1.99e-04; change of R: 1.4e-09
wall temperature: 350 K; reflected wall light / wafer emission: 7.5e-05
rough back: T_b 0.0552, G 0.0951, E 0.0250
rough-back emissivity: 0.6638; ray tracing: 0.6638
reading for rough back, setting eps: 850.0 K
```
